**Polarized Breit-Wheeler cross sections and the Euler-Heisenberg coefficients**

For $L=-\mathcal F/4+c_1\mathcal F^2+c_2\mathcal G^2$, with $\mathcal F=F_{\mu\nu}F^{\mu\nu}$ and $\mathcal G=F_{\mu\nu}\tilde F^{\mu\nu}$ in rationalized fields, the sum rules $c_{1,2}=(\hbar c/8\pi)\int\sigma_{\parallel,\perp}\,ds/s^2$ over tree $\gamma\gamma\to e^+e^-$ cross sections give $c_1=1/90c^7$ and $c_2=7/360c^7$ in atomic units. Here $s$ is the squared centre-of-mass energy, $M=mc^2$, $\beta$ the pair velocity, $g=1-\beta^2$, $\sigma=4\pi(\alpha\hbar c)^2\Phi/s$, $I=\int_0^1g\beta\Phi\,d\beta$, and $f$ the forward amplitude. The program asserts the contact amplitudes $16c_is^2$ symbolically, the spin sum, the Ward identity and $\Phi$ against explicit Dirac matrices, the threshold and high-energy limits, and the moments $8/45$ and $14/45$ by quadrature. It asserts the Landau heat trace by diagonalization and that the quartic term of the constant-field Lagrangian equals $I_i/16$. It also asserts that the one-loop box, integrated numerically in four Euclidean dimensions, equals the dispersion integral at $s=M^2$ and $3M^2$ to $10^{-6}$ relative. The output lists cross sections and partial sum-rule fractions at four energies and gives $c_1=6.668\times10^{-20}$ and $c_2=1.167\times10^{-19}$ Å$^3$/eV, ratio $0.57142857$.

## Numerical check

```python
# Result under test: L = -FF/4 + c1 FF^2 + c2 FG^2, FF = F_mn F^mn, FG = F_mn Fdual^mn
# (rationalized fields), c_i = (hbar c/8 pi) int ds sigma_i/s^2 with tree gamma gamma -> e+ e-
# cross sections for parallel / perpendicular linear polarization, gives
# c1 = 1/(90 c^7), c2 = 7/(360 c^7) in atomic units (ratio 4:7).
# Symbols: s = squared CM energy, beta = pair velocity/c, g = 1-beta^2 = 4M^2/s, M = m c^2,
# sigma = 4 pi (alpha hbar c)^2 Phi/s, moment I = int_0^1 g beta Phi dbeta, f = forward amplitude.
# Internal tests use hbar = c = m = 1, where c_i = alpha^2 I_i/16.
import itertools
import numpy as np, sympy as sp
from scipy.integrate import quad
from scipy import constants as K
from numpy.polynomial.legendre import leggauss

s2 = [np.array(a, complex) for a in ([[0,1],[1,0]], [[0,-1j],[1j,0]], [[1,0],[0,-1]])]
Z, I2, I4 = np.zeros((2,2)), np.eye(2), np.eye(4)
gam = [np.block([[I2,Z],[Z,-I2]]).astype(complex)] + [np.block([[Z,a],[-a,Z]]) for a in s2]
metric = np.array([1.,-1,-1,-1])
gam_low = np.array([metric[m]*gam[m] for m in range(4)])
slash = lambda v: np.tensordot(v, gam_low, 1)
dot = lambda a, b: np.sum(metric*a*b, axis=-1)
ex, ey = np.array([0.,1,0,0]), np.array([0.,0,1,0])
KAPPA = {'par': 3, 'perp': 1}
POL = {'par': (ex, ex), 'perp': (ex, ey)}

# ---- invariants and forward contact amplitude, symbolic
eta = sp.diag(1,-1,-1,-1)
def invariants(Fu):
    Fl = eta*Fu*eta
    FF = sum(Fu[m,n]*Fl[m,n] for m in range(4) for n in range(4))
    FG = sum(sp.LeviCivita(*p)*Fl[p[0],p[1]]*Fl[p[2],p[3]] for p in itertools.permutations(range(4)))/2
    return sp.expand(FF), sp.expand(FG)
Ev, Bv = sp.symbols('E1:4'), sp.symbols('B1:4')
Fu = sp.zeros(4,4)
for i in range(3):
    Fu[i+1,0], Fu[0,i+1] = Ev[i], -Ev[i]
    for j in range(3):
        Fu[i+1,j+1] = -sum(sp.LeviCivita(i,j,k)*Bv[k] for k in range(3))
FF, FG = invariants(Fu)
assert sp.expand(FF - 2*sum(b*b-e*e for e,b in zip(Ev,Bv))) == 0
assert sp.expand(FG**2 - 16*sum(e*b for e,b in zip(Ev,Bv))**2) == 0
c1, c2, w1, w2 = sp.symbols('c1 c2 w1 w2', positive=True)
amp = sp.symbols('a1:5')
def contact(e1, e2):
    k1, k2 = sp.Matrix([w1,0,0,w1]), sp.Matrix([w2,0,0,-w2])
    F = sp.zeros(4,4)
    for a, k, e in zip(amp, [k1,k2,-k1,-k2], [e1,e2,e1,e2]):
        F += -sp.I*a*(k*e.T - e*k.T)
    u, v = invariants(F)
    return sp.expand(sp.diff(c1*u**2 + c2*v**2, *amp))
X, Y = sp.Matrix([0,1,0,0]), sp.Matrix([0,0,1,0])
vpar = sp.simplify(contact(X,X)/(4*w1*w2)**2); vperp = sp.simplify(contact(X,Y)/(4*w1*w2)**2)
assert vpar == 16*c1 and vperp == 16*c2
print("contact amplitude f/s^2 (hbar=c=1): par =", vpar, ", perp =", vperp)

# ---- tree amplitude from gamma matrices
def spin_sum(beta, ct, phi, e1, e2):
    w = 1/np.sqrt(1-beta**2); st = np.sqrt(1-ct*ct)
    k1, k2 = w*np.array([1.,0,0,1]), w*np.array([1.,0,0,-1])
    p = w*np.array([1, beta*st*np.cos(phi), beta*st*np.sin(phi), beta*ct]); q = k1+k2-p
    if e1 is None: e1 = k1
    G = (slash(e1)@(slash(p-k1)+I4)@slash(e2)/(dot(p-k1,p-k1)-1)
         + slash(e2)@(slash(p-k2)+I4)@slash(e1)/(dot(p-k2,p-k2)-1))
    return np.trace((slash(p)+I4)@G@(slash(q)-I4)@gam[0]@G.conj().T@gam[0]).real
rng = np.random.default_rng(1)
for _ in range(20):
    b, ct, ph, t1, t2 = rng.uniform(.05,.95), rng.uniform(-1,1), *rng.uniform(0,2*np.pi,3)
    e1, e2 = np.cos(t1)*ex+np.sin(t1)*ey, np.cos(t2)*ex+np.sin(t2)*ey
    D = 1-(b*ct)**2
    closed = 8*(1/D-(np.cos(t1-t2)-2*b*b*(1-ct*ct)*np.cos(ph-t1)*np.cos(ph-t2)/D)**2)
    assert abs(spin_sum(b,ct,ph,e1,e2)-closed) < 1e-9*(1+abs(closed))
    assert abs(spin_sum(b,ct,ph,None,e2)) < 1e-9
def Phi(b, ch):
    g, k = 1-b*b, KAPPA[ch]
    return (1+g-k*g*g/4)*2*np.arctanh(b) - b*(1+k*g/2)
def Phi_tree(b, ch, n=50):
    x, w = leggauss(n); ph = 2*np.pi*(np.arange(6)+.3)/6
    tot = sum(wi*spin_sum(b,xi,p,*POL[ch]) for xi,wi in zip(x,w) for p in ph)*2*np.pi/6
    return b*tot/(16*np.pi)
for ch in POL:
    for b in (0.2, 0.6, 0.9):
        assert abs(Phi_tree(b,ch)/Phi(b,ch)-1) < 1e-9
bs = sp.symbols('b', positive=True); gs = 1-bs**2
lead = {}
for ch, n in (('par',3), ('perp',1)):
    ser = sp.expand((1+gs-KAPPA[ch]*gs**2/4)*2*(bs+bs**3/3+bs**5/5) - bs*(1+KAPPA[ch]*gs/2))
    assert all(ser.coeff(bs,j) == 0 for j in range(n))
    lead[ch] = ser.coeff(bs,n)
    assert abs(Phi_tree(0.02,ch,8)/0.02**n/float(lead[ch])-1) < 2e-3   # next term is O(beta^2)
    assert abs(Phi(np.sqrt(1-4e-6),ch)-(np.log(1e6)-1)) < 1e-3
print("threshold: Phi_par ->", lead['par'], "beta^3, Phi_perp ->", lead['perp'], "beta")

# ---- moments
J = {n: sp.integrate(sp.expand(gs**n), (bs,0,1)) for n in (1,2,3)}
for n in J:
    assert abs(quad(lambda b: b*(1-b*b)**n*2*np.arctanh(b),0,1,epsabs=1e-12)[0]-float(J[n])/(n+1)) < 1e-9
moment = lambda ch, top=1.0: quad(lambda b: (1-b*b)*b*Phi(b,ch),0,top,epsabs=1e-12,limit=200)[0]
Iex = {ch: J[1]/2+J[2]/3-k*J[3]/16-(J[1]-J[2])-k*(J[2]-J[3])/2 for ch,k in KAPPA.items()}
for ch in POL: assert abs(moment(ch)-float(Iex[ch])) < 1e-9
print("J1, J2, J3 =", J[1], J[2], J[3])
print("I_par =", Iex['par'], "= %.8f ; I_perp =" % moment('par'), Iex['perp'], "= %.8f" % moment('perp'))

# ---- constant-field route: heat trace of the squared Euclidean Dirac operator, then series
N, b1, b2, T0 = 12, 1.0, 0.8, 1.0
a = np.diag(np.sqrt(np.arange(1,N+1)),1); Id = np.eye(N+1)
pa, pb = (a+a.T)/np.sqrt(2), 1j*(a.T-a)/np.sqrt(2)
Dop = (np.sqrt(b1)*(np.kron(1j*gam[1],np.kron(pa,Id))+np.kron(1j*gam[2],np.kron(pb,Id)))
       + np.sqrt(b2)*(np.kron(1j*gam[3],np.kron(Id,pa))+np.kron(gam[0],np.kron(Id,pb))))
low = np.arange(N+1) < N
keep = np.kron(np.ones(4), np.kron(low,low)) > 0     # states on which the squared matrix is exact
heat = np.exp(-T0*np.linalg.eigvalsh((Dop@Dop)[np.ix_(keep,keep)])).sum()
assert abs(heat-1/np.tanh(b1*T0)/np.tanh(b2*T0)) < 1e-6
print("heat trace (b1=%.1f, b2=%.1f, T=%.1f): %.7f, coth*coth: %.7f" % (b1,b2,T0,heat,1/np.tanh(b1*T0)/np.tanh(b2*T0)))
E, B, T, x = sp.symbols('E B T x', positive=True)
xcoth = sp.series(x*sp.cosh(x)/sp.sinh(x),x,0,6).removeO(); xcot = sp.series(x*sp.cos(x)/sp.sin(x),x,0,6).removeO()
quart = sp.expand(xcoth.subs(x,B*T)*xcot.subs(x,E*T)).coeff(T,4)
L4 = -(4*sp.pi)**2/(8*sp.pi**2)*sp.integrate(T*sp.exp(-T),(T,0,sp.oo))*quart
sol = sp.solve(sp.Poly(sp.expand(L4-4*c1*(E**2-B**2)**2-16*c2*E**2*B**2),E,B).coeffs(), [c1,c2], dict=True)[0]
assert sol[c1] == Iex['par']/16 and sol[c2] == Iex['perp']/16
print("constant field: c1 c^7 =", sol[c1], ", c2 c^7 =", sol[c2], "(a.u.), c1/c2 =", sol[c1]/sol[c2])
print("coefficient ratio (E.B)^2 : (E^2-B^2)^2 =", 16*sol[c2]/(4*sol[c1]))

# ---- one-loop box by Euclidean quadrature versus the dispersion integral
xr, wr = leggauss(32); xr, wr = (xr+1)/2, wr/2
xt, wt = leggauss(12); xt, wt = (xt+1)/2, wt/2
npsi, nphi = 40, 6
r, t, ps, ph = np.meshgrid(xr/(1-xr), xt, 2*np.pi*(np.arange(npsi)+.5)/npsi,
                           2*np.pi*(np.arange(nphi)+.5)/nphi, indexing='ij')
wang = (wt[None,:,None,None]/2*(2*np.pi)**2/(npsi*nphi))*np.ones_like(r)
wgt = (wang*r**3*(wr/(1-xr)**2)[:,None,None,None]).ravel()
l = np.stack([1j*r*np.sqrt(1-t)*np.cos(ps), r*np.sqrt(t)*np.cos(ph), r*np.sqrt(t)*np.sin(ph),
              r*np.sqrt(1-t)*np.sin(ps)], -1).reshape(-1,4)
def box(s, ch):
    w = np.sqrt(s)/2; k1, k2 = w*np.array([1.,0,0,1]), w*np.array([1.,0,0,-1])
    ks, es = [k1,k2,-k1,-k2], [slash(e) for e in POL[ch]*2]
    out = []
    for order in ((0,1,2,3),(0,1,3,2),(0,2,1,3)):      # reversed orderings give equal integrals
        cum = np.cumsum([0*k1]+[ks[j] for j in order[:3]], axis=0)
        # Centre the loop energy only: this keeps all energy shifts below the mass (valid Wick
        # rotation) and keeps the propagator poles far from the real axis of the angle ps.
        cum[:,0] -= cum[:,0].mean()
        assert np.abs(cum[:,0]).max() < 1
        M = []
        for j in range(4):
            q = l+cum[j]; e = es[order[j]]
            M.append(((q@(e@gam_low).reshape(4,16)+e.ravel())/(dot(q,q)-1)[:,None]).reshape(-1,4,4))
        out.append(np.einsum('nij,nji->n', M[3]@M[2], M[1]@M[0]))
    return np.array(out)
f_disp = lambda s, ch: 16*s*s*quad(lambda b: (1-b*b)*b*Phi(b,ch)/(16-(s*(1-b*b))**2),0,1,epsabs=1e-13,limit=200)[0]
for ch in POL:
    zero = box(0.0, ch)
    tail = (zero.reshape((3,)+r.shape)*wang*r**4)[:,-1].sum(axis=(1,2,3)).real/(2*np.pi**2)
    assert abs(tail.sum()) < 1e-3
    if ch == 'perp':
        assert np.abs(tail).min() > 1
        print("log-divergence coefficients, perp orderings: %.4f %.4f %.4f" % tuple(tail))
    for s in (1.0, 3.0):
        f = -2/np.pi**2*((box(s,ch)-zero).sum(0)@wgt)
        print("f_%s/alpha^2 at s=%.0f M^2: contact %.6f, dispersion %.6f, loop %.6f"
              % (ch, s, float(Iex[ch])*s*s, f_disp(s,ch), f.real))
        assert abs(f.imag) < 1e-8 and abs(f.real/f_disp(s,ch)-1) < 1e-6

# ---- worked numbers in eV and angstrom
pc = K.physical_constants
M = pc['electron mass energy equivalent in MeV'][0]*1e6
hc = K.hbar*K.c/K.e*1e10
a0, Eh = pc['Bohr radius'][0]*1e10, pc['Hartree energy in eV'][0]
sigma = lambda s, ch: 4*np.pi*(K.alpha*hc)**2/s*Phi(np.sqrt(1-4*M*M/s), ch)
print("c = 1/alpha = %.6f a.u.; M = %.2f eV; threshold 2M = %.2f eV" % (1/K.alpha, M, 2*M))
print("hbar c = %.5f eV A; bohr = %.8f A; hartree = %.6f eV" % (hc, a0, Eh))
for W in (1.2e6, 1.5e6, 2.0e6, 4.0e6):
    b = np.sqrt(1-4*M*M/W**2)
    print("sqrt(s)=%.1e eV: beta %.5f, sigma_par %.4e A^2, sigma_perp %.4e A^2" % (W,b,sigma(W*W,'par'),sigma(W*W,'perp')))
    print("   collected: par %.4f, perp %.4f, running ratio %.4f"
          % (moment('par',b)/moment('par'), moment('perp',b)/moment('perp'), moment('par',b)/moment('perp',b)))
res = {}
for ch, name, sym in (('par','c1',c1), ('perp','c2',c2)):
    scale = (K.alpha*hc/M)**2                     # s = 4 M^2 / y
    val = quad(lambda y: sigma(4*M*M/y,ch)/scale, 0, 1, epsabs=1e-11, limit=200)[0]
    res[ch] = hc/(8*np.pi)*val*scale/(4*M*M)
    au = float(sol[sym])*K.alpha**7
    assert abs(res[ch]/(au*a0**3/Eh)-1) < 1e-6
    print("int sigma_%s ds/s^2 = %.5e A^2/eV^2" % (ch, val*scale/(4*M*M)))
    print("%s = %.5e A^3/eV = %.5e bohr^3/hartree" % (name, res[ch], au))
print("c1/c2 from sum rules = %.8f" % (res['par']/res['perp']))
print("muon suppression (m/m_mu)^4 = %.3e" % pc['electron-muon mass ratio'][0]**4)
print("PASS")
```

Printed output:

```
contact amplitude f/s^2 (hbar=c=1): par = 16*c1 , perp = 16*c2
threshold: Phi_par -> 10/3 beta^3, Phi_perp -> 2 beta
J1, J2, J3 = 2/3 8/15 16/35
I_par = 8/45 = 0.17777778 ; I_perp = 14/45 = 0.31111111
heat trace (b1=1.0, b2=0.8, T=1.0): 1.9773533, coth*coth: 1.9773533
constant field: c1 c^7 = 1/90 , c2 c^7 = 7/360 (a.u.), c1/c2 = 4/7
coefficient ratio (E.B)^2 : (E^2-B^2)^2 = 7
f_par/alpha^2 at s=1 M^2: contact 0.177778, dispersion 0.180549, loop 0.180549
f_par/alpha^2 at s=3 M^2: contact 1.600000, dispersion 1.892941, loop 1.892941
log-divergence coefficients, perp orderings: -2.6667 1.3333 1.3333
f_perp/alpha^2 at s=1 M^2: contact 0.311111, dispersion 0.318289, loop 0.318289
f_perp/alpha^2 at s=3 M^2: contact 2.800000, dispersion 3.642290, loop 3.642290
c = 1/alpha = 137.035999 a.u.; M = 510998.95 eV; threshold 2M = 1021997.90 eV
hbar c = 1973.26980 eV A; bohr = 0.52917721 A; hartree = 27.211386 eV
sqrt(s)=1.2e+06 eV: beta 0.52409, sigma_par 8.2256e-10 A^2, sigma_perp 2.0644e-09 A^2
   collected: par 0.1147, perp 0.2709, running ratio 0.2421
sqrt(s)=1.5e+06 eV: beta 0.73197, sigma_par 1.3768e-09 A^2, sigma_perp 2.0031e-09 A^2
   collected: par 0.4544, perp 0.6247, running ratio 0.4157
sqrt(s)=2.0e+06 eV: beta 0.85958, sigma_par 1.2570e-09 A^2, sigma_perp 1.4606e-09 A^2
   collected: par 0.7666, perp 0.8554, running ratio 0.5121
sqrt(s)=4.0e+06 eV: beta 0.96681, sigma_par 5.3315e-10 A^2, sigma_perp 5.4485e-10 A^2
   collected: par 0.9776, perp 0.9870, running ratio 0.5660
int sigma_par ds/s^2 = 8.49221e-22 A^2/eV^2
c1 = 6.66757e-20 A^3/eV = 1.22438e-17 bohr^3/hartree
int sigma_perp ds/s^2 = 1.48614e-21 A^2/eV^2
c2 = 1.16682e-19 A^3/eV = 2.14266e-17 bohr^3/hartree
c1/c2 from sum rules = 0.57142857
muon suppression (m/m_mu)^4 = 5.471e-10
PASS
```
